# Why zero-phase supercurrent needs more than broken time reversal

## Definitions and conventions

Two spin-singlet superconductors with phases $\varphi_L$ and $\varphi_R$ are joined by a normal region. The phase difference is $\varphi=\varphi_R-\varphi_L$, and $x$ runs from left to right. No magnetic flux enters until the end, and the pair potential has no other source of time-reversal breaking. Time reversal is $T=i\sigma_yK$, with $K$ complex conjugation, so $T$ reverses wavevector and spin.

In mean field, with normal-state Hamiltonian $H$ measured from the Fermi level, and with electrons and time-reversed holes as basis, the excitations follow from

$$\mathcal H(\varphi)=\begin{pmatrix}H&\Delta(x)\\ \Delta^*(x)&-THT^{-1}\end{pmatrix}.$$

Here $\Delta(x)=\Delta e^{-i\varphi/2}$ on the left, $\Delta e^{i\varphi/2}$ on the right and zero between. In this basis singlet pairing is a plain number in spin space. Up to terms independent of $\varphi$, the free energy is

$$F(\varphi)=-\frac{k\Theta}{2}\sum_E\ln\!\left[2\cosh\frac{E}{2k\Theta}\right],$$

where $\Theta$ is temperature. The sum covers all eigenvalues; the factor 1/2 corrects for each excitation appearing at both $E$ and $-E$.

To relate $F$ to the current, cut the normal region and write the hopping across the cut as $c_L^\dagger Wc_R+\text{h.c.}$ Absorbing half of each pair phase into the electron operators removes the phases from $\Delta$ and turns $W$ into $We^{i\varphi/2}$. Therefore

$$\frac{\partial F}{\partial\varphi}=\left\langle\frac{\partial H}{\partial\varphi}\right\rangle=\frac i2\langle c_L^\dagger Wc_R\rangle+\text{c.c.}=-\operatorname{Im}\langle c_L^\dagger Wc_R\rangle .$$

Since $[c_R,N_R]=c_R$, the electron number crossing the cut per unit time is

$$\frac i\hbar\left(\langle c_L^\dagger Wc_R\rangle-\text{c.c.}\right)=-\frac2\hbar\operatorname{Im}\langle c_L^\dagger Wc_R\rangle=\frac2\hbar\frac{\partial F}{\partial\varphi}.$$

I define $I=(2e/\hbar)\,\partial F/\partial\varphi$ with $e>0$: positive $I$ means electrons moving to the right.

## What time reversal forbids

Suppose $THT^{-1}=H$. Applying $T$ to both blocks of $\mathcal H$ leaves $H$ unchanged and conjugates $\Delta$, so

$$T\mathcal H(\varphi)T^{-1}=\mathcal H(-\varphi).$$

The two matrices have the same real eigenvalues. Hence $F(\varphi)=F(-\varphi)$, and differentiation gives $I(-\varphi)=-I(\varphi)$. At $\varphi=0$ this reads $I(0)=-I(0)=0$. Interactions do not spoil the argument if the many-body Hamiltonian obeys the same relation, because the partition function is then even too.

This is a statement about the thermal average. If the ground state is degenerate, $T$ can map one member onto another with opposite current; equilibrium weights them equally. Spontaneous selection of one member lies outside the assumption. Nor does $I(0)=0$ mean that $\varphi=0$ is stable: in a $\pi$ junction it is a maximum of $F$, and the current still vanishes there.

For five random Hamiltonians made time-reversal symmetric, the largest $|\partial F/\partial\varphi|$ at zero phase was $5\times10^{-17}$ in units of the hopping $t$, which is rounding error. Without that symmetry it reached $1.3\times10^{-2}$.

## Why a uniform or coplanar Zeeman field alone is not enough

The proof used only that an operation reverses $\varphi$ and preserves the spectrum. Any unitary or antiunitary $S$ with

$$S\mathcal H(\varphi)S^{-1}=\mathcal H(-\varphi)$$

forbids $I(0)$ equally well. An antiunitary $S$ that leaves the contacts in place conjugates their phases; a unitary $S$ that exchanges identical contacts swaps them. Either may include a spin rotation, which singlet pairing does not notice.

Take a spin-independent, time-reversal-symmetric Hamiltonian and add $\mathbf B\cdot\boldsymbol\sigma$, with $\mathbf B$ the Zeeman energy vector. $T$ reverses this term. A spin rotation by $\pi$ about an axis perpendicular to $\mathbf B$ reverses it again. The product is an antiunitary symmetry of the required kind, so $I(0)=0$. The same works for a field whose direction varies within one plane, with the rotation axis normal to that plane. A field whose directions do not lie in one plane has no such axis and can give $I(0)\ne0$ even without spin-orbit coupling. Spin-orbit coupling can remove this protection, because a spin rotation alone no longer leaves $H$ unchanged.

## Which symmetries remain with Rashba coupling

Let the normal region be a planar strip with

$$H=\frac{\hbar^2k^2}{2m}+V(x,y)+\alpha(k_x\sigma_y-k_y\sigma_x)+\mathbf B\cdot\boldsymbol\sigma-\mu .$$

The mirrors $P_x$ and $P_y$ reverse $x$ and $y$ in space only. A $\pi$ spin rotation about axis $j$, written $\sigma_j$ for short, keeps $\sigma_j$ and reverses the other two components. The candidates are $P_x$, $P_xP_y$, $T$ and $P_yT$, each with no spin rotation or one of three: sixteen operations.

Both $k_x\sigma_y$ and $k_y\sigma_x$ must keep their sign, which selects one spin rotation in each family:

- $P_x$ reverses $k_x$ only, so $\sigma_y$ must change sign and $\sigma_x$ must not. This gives $\sigma_xP_x$.
- $P_xP_y$ reverses both wavevectors, so both in-plane spins must change sign. This gives $\sigma_zP_xP_y$.
- $T$ reverses both wavevectors and all spins, and needs no rotation.
- $P_yT$ reverses $k_x$ but not $k_y$, and all spins. A rotation about $y$ restores $\sigma_x$, giving $\sigma_yP_yT$.

Now let $V=f(x)+g(y)$, with $g$ confined to the normal region. The four protections are broken as follows:

| Protection | Broken by |
|---|---|
| $T$ | $B_x$, $B_y$ or $B_z$ |
| $\sigma_xP_x$ | $B_y$, $B_z$ or asymmetric $f$ |
| $\sigma_zP_xP_y$ | $B_x$, $B_y$, asymmetric $f$ or $g$ |
| $\sigma_yP_yT$ | $B_y$ or asymmetric $g$ |

A field $B_y$, in plane and perpendicular to the current, breaks all four. Without $B_y$, the last row requires asymmetric $g$. This also breaks the third row, so what remains is to break the first two: $B_z$ does both, whereas $B_x$ needs asymmetric $f$ as well. A more general potential must be checked separately. For example, $V\propto xy$ breaks both mirrors but keeps $P_xP_y$, so with $B_z$ alone the third protection survives.

For a (001) layer with the current along [100], linear Dresselhaus coupling is $\beta(k_x\sigma_x-k_y\sigma_y)$, which interchanges the roles of $\sigma_x$ and $\sigma_y$. With both couplings present, the operations common to both lists are $T$ and $\sigma_zP_xP_y$. Then $B_x$ or $B_y$ suffices to break them, while $B_z$ also needs an asymmetric potential. The case $\alpha=\beta$ is special: the coupling becomes $\alpha(k_x-k_y)(\sigma_x+\sigma_y)$, and a position-dependent spin rotation of the kind described in the next section removes it. Then $I(0)=0$ for a field along or perpendicular to that spin axis, including $B_z$ with an asymmetric potential. The same holds for $\alpha=-\beta$, where the coupling is $\alpha(k_x+k_y)(\sigma_y-\sigma_x)$. This cancellation needs purely linear couplings; the cubic Dresselhaus term of a real layer is not removed by the rotation and generally restores a small $I(0)$. These rules depend on the crystal direction. With the current along [110], rotating wavevector and spin by $45^\circ$ turns the Dresselhaus term into $-\beta(k_x\sigma_y+k_y\sigma_x)$. This has the same four protections as the Rashba term, so the table above applies and $B_x$ alone leaves $I(0)=0$.

These rules were tested on a lattice three sites wide, with four normal slices, for all 128 combinations of the two couplings, three field components and two asymmetries. The couplings per lattice spacing were $0.5t$ and $0.2t$. Let $I_{\rm ref}$ be the largest current found without coupling, field or asymmetry. The 59 forbidden cases gave at most $3\times10^{-15}$ for $|I(0)|/I_{\rm ref}$; the 69 allowed ones gave at least $1.4\times10^{-4}$. With Rashba coupling alone, $B_y$ gave $2.9\times10^{-2}$, $B_z$ with asymmetric $g$ gave $4.4\times10^{-3}$, and $B_x$ with both asymmetries gave $8\times10^{-4}$.

## An allowed current can still vanish

In a single row of sites with spacing $a$, the hopping matrix between neighbours is

$$-t-\frac{i\alpha}{2a}\sigma_y=-\tilde t\,e^{i\theta\sigma_y},\qquad \tan\theta=\frac{\alpha}{2at},\quad \tilde t=\sqrt{t^2+\frac{\alpha^2}{4a^2}} .$$

Define new operators by $c_j=e^{-i\theta j\sigma_y}d_j$. Each bond becomes

$$-\tilde t\,d_j^\dagger e^{i\theta j\sigma_y}e^{i\theta\sigma_y}e^{-i\theta(j+1)\sigma_y}d_{j+1}=-\tilde t\,d_j^\dagger d_{j+1}.$$

The spin-orbit coupling has disappeared. Singlet pairing is unaffected by the local rotation, and $B_y\sigma_y$ commutes with it. The problem is again one of a uniform Zeeman field alone, so $I(0)=0$ although $B_y$ breaks all four operations above. The protecting symmetry was hidden because its spin rotation depends on position.

An added $B_x$ lifts the protection. In the rotated frame,

$$e^{i\theta j\sigma_y}\sigma_xe^{-i\theta j\sigma_y}=\sigma_x\cos2\theta j+\sigma_z\sin2\theta j .$$

Together with $B_y$ this field traces a cone and, once it acts on three or more sites, generally no longer lies in one plane; on only two sites it still does, and $I(0)=0$. For a row with an asymmetric potential, $|I(0)|/I_{\rm ref}$ was $8\times10^{-16}$ with $B_y$ and $8\times10^{-4}$ with $B_x$ added, where $I_{\rm ref}$ is still that of the three-row strip; against the row's own largest current the second figure is about $2\times10^{-3}$.

## A solvable model of the phase shift

Consider a clean strip with one occupied transverse subband and fully transparent contacts. Spin-orbit coupling splits it into two branches. In branch $b$, a right mover at $k_R$ pairs with a left mover at $k_L$; without the field they are time-reversed partners and $k_R+k_L=0$. With the field, the pair momentum is $Q_b=k_R+k_L$.

Follow an electron around one Andreev loop at imaginary energy $i\omega_n$, where $\omega_n=(2n+1)\pi k\Theta$. Its wavevector $k_R+i\omega_n/\hbar v_R$ gives the factor $e^{ik_RL}e^{-\omega_nL/\hbar v_R}$ over the length $L$. The returning hole has wavevector $-k_L$ and contributes $e^{ik_LL}e^{-\omega_nL/\hbar|v_L|}$. Without normal reflection, and for a Fermi energy well above $\Delta$, each Andreev reflection contributes

$$\frac{E-i\sqrt{\Delta^2-E^2}}{\Delta}\bigg|_{E=i\omega_n}=-ia_n,\qquad a_n=\frac{\sqrt{\omega_n^2+\Delta^2}-\omega_n}{\Delta},$$

times $e^{-i\varphi_R}$ on the right and $e^{i\varphi_L}$ on the left. The loop factor is therefore $-z_b^*$, with

$$z_b=a_n^2\exp\!\left[-\omega_nL\left(\frac1{\hbar v_R}+\frac1{\hbar|v_L|}\right)\right]e^{i(\varphi-Q_bL)} .$$

The loop that starts with the left-moving electron gives $-z_b$. The phase-dependent determinant is $|1+z_b|^2$. Positive and negative frequencies contribute equally, so

$$F=-2k\Theta\sum_b\sum_{n\ge0}\operatorname{Re}\ln(1+z_b).$$

Since $\partial z_b/\partial\varphi=iz_b$, and $-\operatorname{Re}(iu)=\operatorname{Im}u$,

$$I(\varphi)=\frac{4ek\Theta}{\hbar}\sum_b\sum_{n\ge0}\operatorname{Im}\frac{z_b}{1+z_b}.$$

For $L\to0$ the field has no length over which to act, and $z_b=a_n^2e^{i\varphi}$. Using $a_n^2+a_n^{-2}=2+4\omega_n^2/\Delta^2$,

$$\operatorname{Im}\frac{z_b}{1+z_b}=\frac{\sin\varphi}{a_n^2+a_n^{-2}+2\cos\varphi}=\frac{\Delta^2\sin\varphi}{4(\omega_n^2+E_\varphi^2)},\quad E_\varphi=\Delta\left|\cos\tfrac\varphi2\right| .$$

The frequency sum is $\sum_{n\ge0}(\omega_n^2+E_\varphi^2)^{-1}=\tanh(E_\varphi/2k\Theta)/(4k\Theta E_\varphi)$. Two branches then give, for $|\varphi|<\pi$, $I=(e\Delta/\hbar)\sin(\varphi/2)\tanh(E_\varphi/2k\Theta)$, which vanishes at zero phase. At the Fermi level of the example below, only about $6\Delta$ above the subband bottom, the exact current of one subband without spin-orbit coupling is about 5% lower than this formula.

For finite $L$, each branch contributes an odd function of $\varphi-Q_bL$. If both have the same damping, their sum vanishes at

$$\varphi_0=\tfrac12(Q_1+Q_2)L .$$

To first order, the condition $\hbar v\,\delta k+B_y\langle\sigma_y\rangle=0$ fixes the shift of each Fermi point. Time-reversed partners have opposite spin and velocity, so their shifts are equal and $Q_b=-2B_y\langle\sigma_y\rangle_b/\hbar v_b$, with spin and velocity taken at the right mover. Equal speeds and opposite full spin polarizations make $Q_1+Q_2=0$: each branch is shifted, but the shifts cancel.

The strip avoids this cancellation through $-\alpha k_y\sigma_x$, which mixes a subband with others of opposite $\sigma_y$. If that term were dropped, the rotation used for the single row would remove the remaining coupling from the whole strip.

## The weak-coupling law

Write $q=m\alpha/\hbar^2$ and rotate the spin with $U=e^{-iqG}$, where $G=x\sigma_y-y\sigma_x$. Let $A=k_x\sigma_y-k_y\sigma_x$. Since $[G,\hbar^2k^2/2m]=i\hbar^2A/m$, the first-order term from the kinetic energy is $-\alpha A$, which cancels the Rashba term. At second order, the kinetic energy gives $-\tfrac i2q\alpha[G,A]$ and the Rashba term gives $iq\alpha[G,A]$. With $[G,A]=2i(1+\sigma_z\ell_z)$ and $\ell_z=xk_y-yk_x$, their sum is

$$-q\alpha(1+\sigma_z\ell_z).$$

The Zeeman term becomes $B_y(\sigma_y+2qy\sigma_z+\dots)$. To first order in $B_y$, the free energy needs a nonzero spin trace. A rotated Zeeman matrix is traceless by itself, and $\operatorname{Tr}\sigma_z\sigma_y=0$ removes the remaining second-order contribution. The first surviving products are of third order, such as $\sigma_z\ell_z$ with $y\sigma_z$. Hence $\varphi_0\propto\alpha^3B_y$ for weak coupling and field at fixed geometry. Doubling $\alpha$ from 2.5 to 5 meV nm in the strip below, with everything else fixed, multiplied $\varphi_0$ by 8.06, against 8 from the law. In the strips examined, all 400 nm long, the local exponent stayed between about 3.0 and 3.2 while $q$ times the width was below about 1. With the other parameters of the example and a field of 0.05 T, the average exponent between 15 and 30 meV nm is about 3.2 for a width of 60 nm, 2.2 for 150 nm and 1.1 for 300 nm; in the wider strips it falls across that interval, from 2.8 to 1.6 at 150 nm. The length matters too: at a width of 60 nm and 30 meV nm, $\varphi_0$ exceeds the cubic extrapolation from 5 meV nm by 8%, 19% and 34% for $L=100$, 400 and 800 nm.

## Lead contacts on a semiconductor strip

The example uses contacts of superconducting fcc lead (Pb) on a narrow-gap semiconductor. Rough parameters are mass $0.03m_e$, $\alpha=30$ meV nm, $g=15$, $\Delta=1.3$ meV, $L=400$ nm, width 60 nm, temperature 2 K and $B=0.5$ T along $y$. The Fermi level lies 11 meV above the bottom of the unconfined two-dimensional band, about 8 meV above the bottom of the lowest subband. The Zeeman energy $g\mu_BB/2$ is 0.217 meV. Rashba coupling acts along the whole channel, the Zeeman field only between the contacts.

With the field on, the Fermi points of the strip on a lattice of 10 nm spacing give

$$Q_1=0.068632-0.070786=-0.00215\ \text{nm}^{-1},$$
$$Q_2=0.093552-0.091237=0.00232\ \text{nm}^{-1}.$$

Over 400 nm the phases are $-0.862$ and $0.926$ rad. Half their sum is 0.032 rad. The full branch formula gives 0.038 rad; within that formula the difference can come only from unequal damping of the branches. The lattice calculation, which includes normal reflection, also gives 0.038 rad, or $2.2^\circ$. These values belong to the 10 nm lattice and are not converged in the spacing; the size of the shift is given at the end. Reversing the field reverses the sign. So does reversing $g$, which is taken positive here but is negative in InAs and InSb, and so does reversing $\alpha$, whose sign depends on the layer structure. Extrapolating the cubic law from 5 meV nm would give $6^3\times1.34\times10^{-4}=0.029$ rad, which the lattice value exceeds by 30%; in the continuum the excess is 23%. With $q$ times the width equal to 0.71, the law is only a rough guide here.

The lattice critical current is 8.8 nA, and $I(0)=-0.34$ nA, about 4% of it. The sign follows from $\varphi_0>0$: zero phase lies below the free-energy minimum, where $F$ slopes downward. This reading holds only while the two branch phases are not too far apart. In the continuum, $F$ has a second minimum near $\pi$ by 0.9 T, and the global minimum jumps there between 0.94 and 0.97 T. The minimum near $\varphi=0$ merges with a neighbouring maximum and is gone by 1.0 T. At higher fields the zero near $\varphi=0$ is a maximum of $F$, and $I(0)$ changes sign between 1.03 and 1.06 T. Turning the field along the current, or setting $\alpha=0$, leaves only rounding error, as the symmetries of the pure Rashba model require. The example omits Dresselhaus coupling, for which a rough hard-wall estimate gives a few meV nm in a thin InAs well and up to about 20 meV nm in an InSb well. With the current along [100] and $\beta=10$ or 19 meV nm, the continuum $\varphi_0$ falls from 0.032 to 0.028 or 0.018 rad, and a field along the current gives $-0.006$ or $-0.008$ rad instead of zero.

A real device of this kind has a competing orbital effect. If the channel lies a height $z_0$ from the mid-plane of the contact films, the vector potential $A_x=B_yz$ adds a phase of magnitude $2eB_yz_0L/\hbar$ between the contacts, here 0.61 rad per nanometre. Where the channel continues under the contacts, $A_x$ acts there too, which in the continuum model raises the shift to about 0.82 rad per nanometre. An offset of 0.04 to 0.06 nm therefore matches the whole spin effect. At offsets set by the film thickness, the same term also lowers the gap under the contacts, to about 0.5 meV at 5 nm, and closes it between 8 and 9 nm. The example therefore describes the spin contribution in an idealized symmetric geometry, not the total shift expected of a planar device. Both contributions are odd in $B_y$, so field reversal does not separate them.

The other omissions are less drastic, but not all are small. The field exceeds the rough bulk critical field of Pb, 0.08 T, so thin films are required; for a 10 nm film with a rough penetration depth of 40 nm, the Ginzburg-Landau thin-film estimate of the gap loss is 5%; the larger penetration depth expected in so thin a film would lower it. The Zeeman energy under the contacts would be 17% of the gap, and its effect is larger than that figure suggests: letting it act there too raises $\varphi_0$ by about 40%, to 0.052 rad on the same lattice, and lowers the critical current to about 5.3 nA. The 10 nm lattice changes the Fermi wavenumber by only 3%, but it places the second subband at 12.7 meV instead of 13.9 meV (12.3 instead of 13.4 meV with Rashba coupling and field), and the results above move much more than 3%. At spacings of 5 and 2.5 nm, $\varphi_0$ falls to 0.033 and 0.032 rad and the critical current rises to 10.8 and 11.3 nA, while $I(0)$ becomes $-0.36$ nA, about 3% of it. In the continuum $Q_1=-0.002005$ and $Q_2=0.002143\ \text{nm}^{-1}$, half the sum of the phases is 0.028 rad, and the branch formula gives 0.032 rad. In the Kane model the chosen $\alpha$ needs a vertical electric field of about 26 mV/nm in InAs, but only about 6 mV/nm in InSb. Interface barriers, disorder and a smaller induced gap are also absent, so 8.8 nA should not be read as a device prediction. More digits are in the numerical output below.

## Computed values

```
Slope dF/dphi at 0.8 rad: -0.002664 t; half the particle flow: -0.002664 t
Random H with T: largest |dF/dphi| at 0: 4.6e-17 t
Random H without T: largest |dF/dphi| at 0: 1.3e-02 t
Operations protecting I(0)=0 with Rashba coupling, and terms that break each:
  T: Bx, By, Bz
  sx Px: By, Bz, Vx
  sy Py T: By, Vy
  sz Px Py: Bx, By, Vx, Vy
Combinations tested: 128; allowed by the rules: 69
Largest forbidden |I(0)|/Iref: 2.9e-15
Smallest allowed |I(0)|/Iref: 1.4e-04
  Rashba, Bx: |I(0)|/Iref = 2.00e-16
  Rashba, By: |I(0)|/Iref = 2.85e-02
  Rashba, Bz: |I(0)|/Iref = 9.74e-16
  Rashba, Bz+Vy: |I(0)|/Iref = 4.38e-03
  Rashba, Bx+Vx: |I(0)|/Iref = 5.54e-16
  Rashba, Bx+Vx+Vy: |I(0)|/Iref = 8.28e-04
Single row, By: 8.4e-16; Bx+By: 7.95e-04 (|I(0)|/Iref)
Example inputs: mass 0.03 m_e, Rashba 30.0 meV nm, g 15.0, gap 1.3 meV
  field 0.5 T, temperature 2.0 K, Fermi level 11.0 meV above band bottom
  length 400 nm, hard-wall width 60 nm, lattice spacing 10 nm
Hopping 12.700 meV; kT 0.1723 meV; Zeeman energy 0.2171 meV
Branch 1: k_R 0.068632, k_L -0.070786 1/nm, hbar v_R 181.9 meV nm
  pair momentum -2.154e-03 1/nm, phase Q L -0.8615 rad
Branch 2: k_R 0.093552, k_L -0.091237 1/nm, hbar v_R 186.9 meV nm
  pair momentum 2.315e-03 1/nm, phase Q L 0.9260 rad
Anomalous phase, full lattice: 0.03773 rad = 2.162 deg
Anomalous phase, branch formula: 0.03798 rad
Anomalous phase, reversed field: -0.03773 rad
I(0), full lattice: -0.3405 nA
Critical current: lattice 8.849 nA, branch formula 8.967 nA
Controls |I(0)|: field along current 6.7e-15 nA, no Rashba 3.2e-15 nA
Weak Rashba 2.5 and 5 meV nm: phases 1.665e-05, 1.341e-04 rad; ratio 8.056
Neglected: orbital phase per nm of height offset 0.608 rad
  offset whose orbital phase equals the spin phase: 0.0621 nm
  Zeeman/gap: Pb (g=2) 0.022, channel under contacts 0.167
  rough Pb film: thickness 10 nm, penetration depth 40 nm, bulk critical field 0.08 T
  film critical field 1.57 T; gap loss by field 5.2 %
  gap loss by temperature (Tc 7.2 K): 0.73 %
  nonparabolicity, Fermi level / rough band gap 400 meV: 0.028
  Fermi wavenumber without Rashba: lattice 0.07941, continuum 0.07694 1/nm
```
